# How a fixed readout delay inflates the bias temperature instability exponent

## What happens

When the threshold shift caused by bias temperature stress is read a fixed time after the stress ends, a power law fitted to shift against stress time can have a larger exponent than one fitted without the delay. For traps spread uniformly in the logarithm of their emission time, the shift after stress time $t_s$ and delay $t_d$ is

$$
\Delta V=g\ln\!\left(1+\frac{\kappa t_s}{t_d}\right),
$$

and its local exponent is

$$
n\equiv\frac{d\ln\Delta V}{d\ln t_s}
=\frac{x}{(1+x)\ln(1+x)},\qquad x=\frac{\kappa t_s}{t_d}.
$$

This exponent rises with the delay. The shift itself does not grow faster in millivolts per decade of stress time. A delay much shorter than $\kappa t_s$ removes a nearly constant amount of charge, and nearly the same growth is then divided by a smaller total. A longer delay also reduces the growth, but it reduces the total by a larger factor.

Early loss of short-lived charge is not enough to produce the effect. The lost charge must also grow proportionally more slowly with stress time than the undelayed total; charge that has already stopped growing is the clearest case. This is so when traps that emit quickly also capture quickly.

## The model

$\Delta V$ denotes the magnitude of the threshold shift. Each trap has an emission time $\tau$ at the readout bias and a capture time $\tau/\kappa$ at the stress bias, with the same constant $\kappa$ for all traps. The traps are uniform in $\ln\tau$ between $\tau_{\min}$ and $\tau_{\max}$, and together they would contribute $g$ millivolts per unit of $\ln\tau$ if all were charged.

Each data point comes from one uninterrupted stress on a fresh device. Emission during stress and recapture during the delay are neglected. The probability $p$ that a trap is charged then obeys

$$
\frac{dp}{dt}=\frac{\kappa}{\tau}(1-p)\ \text{(stress)},\qquad
\frac{dp}{dt}=-\frac{p}{\tau}\ \text{(delay)}.
$$

Starting from $p=0$, stress gives $p=1-e^{-\kappa t_s/\tau}$, and the delay multiplies this by $e^{-t_d/\tau}$. Summing over traps,

$$
\Delta V=g\int_{\tau_{\min}}^{\tau_{\max}}\frac{d\tau}{\tau}
\left(1-e^{-\kappa t_s/\tau}\right)e^{-t_d/\tau}.
$$

The product of exponentials makes this a difference of two integrals of the same type, one with $a=t_d$ and one with $a=t_d+\kappa t_s$. Substituting $u=a/\tau$, so that $d\tau/\tau=-du/u$, gives

$$
\int_{\tau_{\min}}^{\tau_{\max}}\frac{d\tau}{\tau}e^{-a/\tau}
=\int_{a/\tau_{\max}}^{a/\tau_{\min}}\frac{e^{-u}}{u}\,du
=E_1\!\left(\frac{a}{\tau_{\max}}\right)-E_1\!\left(\frac{a}{\tau_{\min}}\right),
$$

where $E_1(z)=\int_z^\infty e^{-u}u^{-1}du$.

**With a delay.** Let $t_d\gg\tau_{\min}$ and $t_d+\kappa t_s\ll\tau_{\max}$. The terms containing $\tau_{\min}$ are exponentially small. For small argument, $E_1(z)=-\gamma-\ln z+z+O(z^2)$, where $\gamma\approx0.577$ is Euler's constant. The constants cancel in the difference:

$$
\frac{\Delta V}{g}\approx
-\ln\frac{t_d}{\tau_{\max}}+\ln\frac{t_d+\kappa t_s}{\tau_{\max}}
+\frac{t_d-(t_d+\kappa t_s)}{\tau_{\max}}
=\ln\!\left(1+\frac{\kappa t_s}{t_d}\right)-\frac{\kappa t_s}{\tau_{\max}}.
$$

The last term is the leading effect of the upper band edge. Dropping it gives the opening formula.

**Without a delay.** The first integral is now $\ln(\tau_{\max}/\tau_{\min})$. For $\tau_{\min}\ll\kappa t_s\ll\tau_{\max}$, the second is $-\gamma-\ln(\kappa t_s/\tau_{\max})$, so

$$
\Delta V_0=g\left[\ln\frac{\tau_{\max}}{\tau_{\min}}+\gamma+\ln\frac{\kappa t_s}{\tau_{\max}}\right]
=g\left[\ln\frac{\kappa t_s}{\tau_{\min}}+\gamma\right].
$$

The lower band edge matters here because no delay has emptied the fastest traps.

## Why the exponent rises

The charge lost during the delay produces the shift $L=\Delta V_0-\Delta V$. Writing $\ln(1+\kappa t_s/t_d)=\ln(\kappa t_s/t_d)+\ln[1+t_d/(\kappa t_s)]$ and subtracting,

$$
L=g\left[\ln\frac{t_d}{\tau_{\min}}+\gamma-\ln\!\left(1+\frac{t_d}{\kappa t_s}\right)\right].
$$

For $t_d\ll\kappa t_s$ the last logarithm is negligible and $L$ does not depend on stress time. The traps that empty during such a delay were filled early in the stress.

The consequence for the exponent follows from $\Delta V_0=\Delta V+L$. Differentiate with respect to $\ln t_s$ and divide by $\Delta V_0$. If $f=L/\Delta V_0$ is the lost fraction, and $n_0$ and $n_L$ are the local exponents of $\Delta V_0$ and $L$, then

$$
n_0=(1-f)n+fn_L
\quad\Longrightarrow\quad
n-n_0=\frac{f}{1-f}(n_0-n_L).
$$

This identity does not depend on the trap model. Delay inflates the local exponent if the lost part has a smaller exponent than the undelayed total. It also covers a device with an additional permanent shift: the permanent part enters $\Delta V_0$ and $n_0$ but not $L$, and the same comparison decides the sign.

In the uniform model, differentiating the logarithm gives the growth

$$
\frac{d\Delta V}{d\ln t_s}=g\,\frac{x}{1+x}\le g.
$$

Division by $\Delta V=g\ln(1+x)$ gives the opening expression for $n$. To see how it varies, take its logarithm and differentiate:

$$
\frac{d\ln n}{dx}
=\frac1x-\frac1{1+x}-\frac1{(1+x)\ln(1+x)}
=\frac{1}{1+x}\left[\frac1x-\frac1{\ln(1+x)}\right].
$$

Since $\ln(1+x)<x$ for $x>0$, the bracket is negative. The exponent falls with $x$, and therefore rises with $t_d$ at fixed $t_s$.

There are two limits. For a short delay, $x\gg1$ and $n\approx1/\ln x$: growth is logarithmic and the exponent is small. For a long delay, $x\ll1$ and $n\approx1-x/2$: the survivors are mainly slow traps that stress has barely begun to fill, so their charge is nearly proportional to stress time. An exponent near one can thus arise without any change of degradation mechanism.

## What does and does not depend on the uniform distribution

The uniform distribution gives the simple logarithm, but the sign of the effect is more general. Replace $g$ by any non-negative density $\rho(\tau)$ and set $y=\kappa t_s/\tau$. One trap's charging probability, $1-e^{-y}$, has the local exponent

$$
m=\frac{y e^{-y}}{1-e^{-y}}=\frac{y}{e^y-1}.
$$

A saturated trap has $m$ near zero, and a trap that has only begun to fill has $m$ near one. The exponent of the total is the average $n=\langle m\rangle$, with weight $w=\rho(1-e^{-y})e^{-t_d/\tau}$ per unit $\ln\tau$, the surviving charge. Because $\partial w/\partial t_d=-w/\tau$, the quotient rule gives

$$
\frac{\partial n}{\partial t_d}
=-\left\langle\frac m\tau\right\rangle+\langle m\rangle\left\langle\frac1\tau\right\rangle
=-\mathrm{Cov}\!\left(m,\frac1\tau\right).
$$

The derivative $dm/dy=(e^y-1-ye^y)/(e^y-1)^2$ is negative for $y>0$: its numerator vanishes at $y=0$ and has derivative $-ye^y$. Hence $m$ decreases as $1/\tau$ increases, the covariance is negative, and $n$ rises with delay. The exception is a density with a single emission time, for which the covariance is zero. The argument also holds if the capture time is any increasing function of emission time.

The pairing of the two times is essential. If they are statistically independent, the shift factorises into a function of $t_s$ times a function of $t_d$. Delay removes the same fraction at every stress time, and the exponent is unchanged. This requires the whole shift to come from these traps: if a permanent part with a larger exponent is added, the identity above gives $n_0>n_L$ and delay raises the exponent again. If fast-emitting traps are the slow-capturing ones, the covariance changes sign and delay lowers the exponent.

## From local to fitted exponent

The reported exponent is usually a straight-line slope through several points in log-log coordinates. Let $z_i=\ln t_i$ for the stress times $t_i$, let $\bar z$ be their mean, and let $S=\sum_i(z_i-\bar z)^2$. The unweighted least-squares slope is $\sum_i(z_i-\bar z)\ln\Delta V_i/S$. Insert $\ln\Delta V_i=\ln\Delta V_1+\int_{z_1}^{z_i}n\,dz$. The first term drops out because the deviations sum to zero, leaving

$$
n_{\rm fit}=\int_{z_1}^{z_N}W(z)n(z)\,dz,\qquad
W(z)=\frac1S\sum_{z_i>z}(z_i-\bar z).
$$

Above $\bar z$, every term in $W$ is positive. Below it, the sum equals minus the sum over points with $z_i\le z$, all of which are negative, so $W$ is again positive. Its integral is one, since a line of unit slope must return one. An increase of the local exponent throughout the window therefore increases the fitted exponent. The fitted value still depends on the window, because the underlying curve is not a power law.

## How large the effect is

Take $g=2$ mV, equivalent to $2\ln10=4.605$ mV per decade, with $\kappa=1$, $\tau_{\min}=1$ ns and $\tau_{\max}=10^9$ s. These are round model parameters, not those of a particular device. Nine stress times are spaced evenly in logarithm from 1 s to $10^4$ s.

| Delay | Shift at 1 s (mV) | Shift at $10^4$ s (mV) | Fitted exponent |
|---|---:|---:|---:|
| none | 42.6 | 61.0 | 0.039 |
| 1 μs | 27.6 | 46.1 | 0.055 |
| 1 ms | 13.8 | 32.2 | 0.091 |
| 1 s | 1.39 | 18.4 | 0.263 |

The 1 s delay raises the fitted exponent by a factor of 6.8 relative to no delay. The size of this factor is specific to the model. The undelayed exponent depends on $\tau_{\min}$, and the factor would be 8.6 for $\tau_{\min}=1$ ps and 4.9 for $\tau_{\min}=1$ μs. A density growing as $\tau^{0.16}$, whose undelayed curve is close to a power law, gives 0.163 without delay and 0.348 with a 1 s delay, a factor of only 2.1. Scatter of the capture times about $\tau/\kappa$ also reduces the inflation.

The 1 ms row shows the cause. That delay removes 28.8 mV after either 1 s or $10^4$ s of stress, in agreement with $2(\ln10^6+0.577)=28.8$ mV. The same loss is 68% of the undelayed shift after the short stress but 47% after the long one. At 100 s of stress, growth is 4.605 mV per decade both with no delay and with a 1 ms delay, while the shift falls from 51.8 to 23.0 mV. With $n_L\approx0$, the identity above predicts

$$
n\approx\frac{n_0}{1-f}=0.0386\times\frac{51.8}{23.0}=0.087,
$$

which is the calculated local exponent.

A 1 s delay also reduces the growth at the shortest stress time. There $x=1$, so growth is half of 4.605, or 2.30 mV per decade, and the local exponent is $1/(2\ln2)=0.72$. At $10^4$ s the local exponent is about $1/\ln10^4=0.11$. The fitted 0.263 averages over this range, and the fitted line misses the model shift by as much as 57% of that shift. With no delay the largest misfit is 1.0%.

The inflated exponent matters in extrapolation. Suppose the 1 s delay data are continued from their last point to $10^6$ s with the fitted exponent. The predicted growth factor is $100^{0.263}=3.4$. The model adds two decades at 4.605 mV each, so its factor is $(18.4+9.2)/18.4=1.5$ at the same delay.

The pairing conditions were tested by drawing random capture and emission events for two million traps, with a 1 s delay. Correlated times gave a fitted exponent of 0.263. Independent times gave 0.039, equal to the undelayed value at this precision. Reversed pairing, taken as a capture time $\tau_{\min}\tau_{\max}/(\kappa\tau)$, gave 0.0007, a value specific to this choice of map: the survivors mostly have emission times above 1 s and hence, in this example, capture times below 1 s, so they were largely full from the first data point onward. These values appear in the numerical output.

## What to do about it

**Use a short delay, keep it fixed and report it.** The controlling ratio is $x=\kappa t_s/t_d$, so the shortest stress times lose the largest fraction of their shift and, as long as $\kappa t_s$ is not much smaller than $t_d$, show the largest inflation of the exponent. If early points have $\kappa t_s$ comparable to $t_d$, shorten the delay or leave them out of the fit. Leaving them out reduces the curvature but does not restore the undelayed exponent.

**Do not scale the delay with stress time.** If $t_d=rt_s$, the model shift becomes $g\ln(1+\kappa/r)$, which is constant. For $r=0.1$ it is $2\ln11=4.80$ mV at both 1 s and $10^4$ s. The fitted exponent is then zero apart from a tiny band-edge correction, although trapping continues.

**Plot the shift against the logarithm of stress time as well as in log-log form.** If curves for different delays are parallel on the linear shift axis, their different exponents come from different offsets and not from different growth rates.

**Read the recovery at several delays.** The model shift depends on $t_s/t_d$ alone, so

$$
\frac{\partial\Delta V}{\partial\ln t_d}=-\frac{\partial\Delta V}{\partial\ln t_s}.
$$

Loss per decade of delay should equal growth per decade of stress. In the example, going from 1 μs to 1 ms after 100 s of stress removes $36.8-23.0=13.8$ mV, or 4.6 mV per decade, as required. A clear inequality in measured data shows that this model is incomplete, for instance because a permanent part is also growing or because the density is not uniform in $\ln\tau$. For $\rho\propto\tau^a$ with $0<a<1$ and $t_d\ll\kappa t_s$, the loss is smaller than the growth by the factor $(t_d/\kappa t_s)^a$, with no permanent part at all.

The same readings help to identify the pairing. For correlated times with $t_d\ll\kappa t_s$, the difference between shifts at two delays is independent of stress time. For independent times and no permanent part, their ratio is. The first case calls for an additive correction, the second for a multiplicative one that leaves the exponent alone. These are limiting cases: if capture times scatter by several decades about the paired value, neither the difference nor the ratio is constant, and neither simple correction applies.

**Correct only between delays that the data support.** Where the uniform model has passed these checks and both delays are much shorter than $\kappa t_s$, a reading at $t_2$ can be converted to an earlier delay $t_1$ by adding $g\ln(t_2/t_1)$. Continuing to zero delay requires $\tau_{\min}$, which readings at $t_d\gg\tau_{\min}$ do not determine. An exponent corrected to 1 μs is therefore a 1 μs exponent: in the example it is 0.055, still above the undelayed 0.039.

## Values computed for the example and the checks

```
g = 2.0 mV per unit ln(tau) = 4.605 mV/decade
kappa = 1.0; band 1e-09 s to 1e+09 s
stress 1 s to 10000 s, 9 points
delay 0e+00 s:
  shift at 1, 100, 10000 s: 42.601, 51.811, 61.022 mV
  growth at 1, 100 s: 4.605, 4.605 mV/decade
  local exponent at 100 s: 0.0386
  fitted exponent: 0.0389; largest misfit 1.0 %
delay 1e-06 s:
  shift at 1, 100, 10000 s: 27.631, 36.841, 46.052 mV
  growth at 1, 100 s: 4.605, 4.605 mV/decade
  local exponent at 100 s: 0.0543
  fitted exponent: 0.0551; largest misfit 2.1 %
delay 1e-03 s:
  shift at 1, 100, 10000 s: 13.818, 23.026, 32.236 mV
  growth at 1, 100 s: 4.601, 4.605 mV/decade
  local exponent at 100 s: 0.0869
  fitted exponent: 0.0906; largest misfit 6.0 %
delay 1e+00 s:
  shift at 1, 100, 10000 s: 1.386, 9.230, 18.421 mV
  growth at 1, 100 s: 2.303, 4.560 mV/decade
  local exponent at 100 s: 0.2145
  fitted exponent: 0.2629; largest misfit 56.5 %
fitted exponent ratio, 1 s delay to none: 6.76
lost in 1 ms after 1 s stress: 28.783 mV, 67.6 % of shift
lost in 1 ms after 10000 s stress: 28.785 mV, 47.2 % of shift
random-event test: 2000000 traps, delay 1 s
  correlated: sampled exponent 0.2627, integral 0.2629
  independent: sampled exponent 0.0388, integral 0.0389
  reversed: sampled exponent 0.0007, integral 0.0007
delay = 0.1 stress time: shift 4.796 mV at 1 s, 4.796 mV at 10000 s
  fitted exponent magnitude 3.1e-07
```
